# Screening modes and the onset of charge oscillations in Bazant-Storey-Kornyshev theory

The charge profile beside an electrode can end in a sum of decaying exponentials or in a damped oscillation. Apart from its amplitude, a damped oscillation is described by a decay length, a period and a phase. For the two wall conditions treated below, the layer next to the electrode then holds more charge than the electrode itself. In the linear Bazant-Storey-Kornyshev (BSK) theory the form of the tail depends on one ratio, that of the ionic correlation length $l$ to the Debye length $\lambda$. Oscillations exist when $l>\lambda/2$.

Consider a fluid of singly charged cations and anions, each at bulk density $c_0$, filling the half-space $x>0$ beside a planar electrode with fixed charge $\sigma$ per unit area. The algebra uses atomic units, so the elementary charge and $4\pi\varepsilon_0$ equal one. The temperature $T$ is an energy, and $\varepsilon$ is the relative permittivity of the medium without its mobile ions. The potential $\phi$ and its derivatives vanish far from the electrode. Mean-field theory lets each ion respond to the average potential alone. BSK theory keeps this framework but adds an energy for the curvature of the potential:

$$
G=\int_0^\infty\!\Big[f+\rho\phi-\frac{\varepsilon}{8\pi}\big(\phi'^2+l^2\phi''^2\big)\Big]dx+\sigma\phi(0).
$$

Here $f$ is the free-energy density of the ions without their electrostatic energy, and $\rho=n_+-n_-$ is the charge density. For a wave of wavenumber $q$, $\phi'^2+l^2\phi''^2$ contributes in proportion to $q^2+l^2q^4$. The new term therefore replaces $\varepsilon$ by $\varepsilon(q)=\varepsilon(1+l^2q^2)$, which weakens the interaction between charges at short distances. It is the first term of a gradient expansion, a point that matters later.

The potential makes $G$ stationary. Under a small change $\delta\phi$ that vanishes far away,

$$
\delta G=\int_0^\infty\!\Big[\rho\,\delta\phi-\frac{\varepsilon}{4\pi}\big(\phi'\delta\phi'+l^2\phi''\delta\phi''\big)\Big]dx+\sigma\,\delta\phi(0).
$$

Integration by parts, once in the first gradient term and twice in the second, gives

$$
\int_0^\infty\!\phi'\delta\phi'\,dx=-\phi'(0)\delta\phi(0)-\int_0^\infty\!\phi''\delta\phi\,dx,
$$

$$
\int_0^\infty\!\phi''\delta\phi''\,dx=-\phi''(0)\delta\phi'(0)+\phi'''(0)\delta\phi(0)+\int_0^\infty\!\phi''''\delta\phi\,dx.
$$

Since $\delta\phi$ is arbitrary inside the fluid, its coefficient there must vanish:

$$
\varepsilon(\phi''-l^2\phi'''')=-4\pi\rho .
$$

The coefficient of $\delta\phi(0)$ must vanish too, which gives the charge condition

$$
-\big(\phi'-l^2\phi'''\big)(0)=\frac{4\pi\sigma}{\varepsilon}.
$$

One boundary term remains, $(\varepsilon l^2/4\pi)\phi''(0)\delta\phi'(0)$. If the slope at the wall is free to vary, it requires $\phi''(0)=0$. An alternative imposes $\phi'''(0)=0$, so that the charge condition takes its usual form $-\phi'(0)=4\pi\sigma/\varepsilon$. That is an additional assumption about the wall, not a consequence of this functional. I keep both conditions, because comparing them separates what belongs to the fluid from what belongs to the wall.

The ionic response is still needed. Let the ions occupy a lattice with site volume $v$, at most one ion per site, and let $n_0=1/v-n_+-n_-$ be the density of empty sites. Then

$$
f=T\big[n_+\ln(n_+v)+n_-\ln(n_-v)+n_0\ln(n_0v)\big].
$$

Both species have the same chemical potential $\mu$, because the bulk is neutral and the ions are equal in size. Minimizing $f+(n_+-n_-)\phi-\mu(n_++n_-)$, with $u=\phi/T$, gives

$$
\ln\frac{n_\pm}{n_0}=\frac{\mu}{T}\mp u,\qquad n_\pm=z\,n_0e^{\mp u},\qquad z=e^{\mu/T}.
$$

The constants from differentiating the logarithms cancel, since adding an ion removes an empty site. The site count gives $n_0(1+2z\cosh u)=1/v$. With the bulk filling $\gamma=2c_0v$, the bulk values fix $z=(\gamma/2)/(1-\gamma)$. Therefore

$$
n_\pm=\frac{c_0e^{\mp u}}{1-\gamma+\gamma\cosh u},\qquad
\rho=-\frac{2c_0\sinh u}{1+2\gamma\sinh^2(u/2)},
$$

where $\cosh u-1=2\sinh^2(u/2)$ was used. For small $u$,

$$
\rho=-2c_0u\Big[1+\Big(\frac16-\frac{\gamma}{2}\Big)u^2+\dots\Big].
$$

Crowding enters only through the correction, so the linear response is $\rho=-2c_0u$ at any filling below one.

Now put $\phi=Tu$ and $x=\lambda X$ into the field equation, with primes on $u$ denoting derivatives with respect to $X$ and $\delta=l/\lambda$:

$$
\frac{\varepsilon T}{\lambda^2}(u''-\delta^2u'''')=8\pi c_0u.
$$

The choice $\lambda^2=\varepsilon T/(8\pi c_0)$, the usual Debye length, removes the prefactors:

$$
u''-\delta^2u''''=u.
$$

A trial solution $u=e^{-kX}$ gives

$$
\delta^2k^4-k^2+1=0,\qquad k^2=\frac{1\pm\sqrt{1-4\delta^2}}{2\delta^2}.
$$

The four values of $k$ form two pairs of opposite sign. Those with positive real part, which decay into the fluid, are

$$
k_\pm=\frac{\sqrt{1+2\delta}\pm\sqrt{1-2\delta}}{2\delta}.
$$

To confirm this, multiply and add:

$$
k_+k_-=\frac{(1+2\delta)-(1-2\delta)}{4\delta^2}=\frac1\delta,
$$

$$
k_+^2+k_-^2=\frac{2(1+2\delta)+2(1-2\delta)}{4\delta^2}=\frac1{\delta^2}.
$$

The squares thus have sum $1/\delta^2$ and product $1/\delta^2$, as the quadratic for $k^2$ requires.

For $\delta<1/2$ both roots are real. Any combination $\alpha e^{-k_-X}+\beta e^{-k_+X}$ vanishes only where $e^{(k_+-k_-)X}=-\beta/\alpha$, which has at most one solution. One sign change is possible for some wall conditions, but an oscillation is not. At $\delta=1/2$ the roots merge at $k=\sqrt2$, and the solution is a linear function of $X$ times $e^{-\sqrt2X}$, again with at most one zero. For $\delta>1/2$ the second square root is imaginary and

$$
k_\pm=a\pm ib,\qquad a=\frac{\sqrt{2\delta+1}}{2\delta},\qquad b=\frac{\sqrt{2\delta-1}}{2\delta}.
$$

Every nonzero real combination of these modes is a damped sinusoid with an unlimited sequence of zeros. Since $\rho=-2c_0u$, the charge density oscillates with the potential. This proves the criterion $l>\lambda/2$ within the linear theory. The bulk remains stable above onset: an undamped wave $e^{iqX}$ with real $q$ would need $1+q^2+\delta^2q^4=0$, which is impossible.

The limits show what correlations do. For small $\delta$, $k_-\approx1+\delta^2/2$ is the Debye mode, slightly shortened, and $k_+\approx1/\delta$ decays over about the correlation length. As $\delta$ grows to $1/2$, the slower mode speeds up until its decay length is $\lambda/\sqrt2$. Beyond onset $a^2=1/(2\delta)+1/(4\delta^2)$ falls, so the decay length grows again. For $\delta\gg1$, $a\approx b\approx1/\sqrt{2\delta}$, and the physical decay length approaches $\sqrt{2l\lambda}$. The tail is longer than the Debye length only when $a<1$, which requires $\delta>(1+\sqrt5)/4\approx0.81$. Between onset and that value it oscillates but is still shorter than the Debye tail.

The onset is hard to see in a profile. The period is $2\pi\lambda/b$, which diverges as $\delta$ approaches $1/2$ from above, while the decay length stays finite. Over half a period the amplitude is multiplied by

$$
e^{-\pi a/b}=\exp\!\left[-\pi\sqrt{\frac{2\delta+1}{2\delta-1}}\right].
$$

This factor is $5.6\times10^{-7}$ at $\delta=0.55$, $3.0\times10^{-5}$ at $0.6$ and $4.3\times10^{-3}$ at $1$. It stays below $e^{-\pi}\approx0.043$ however large $\delta$ becomes. This bound belongs to the BSK form of $\varepsilon(q)$ and is not a general property of dense ionic fluids. For the two wall conditions treated here, a monotonic fit would describe a profile of limited resolution just above onset, although the true modes are complex.

The wall fixes the amplitudes. Let $n=2$ denote $u''(0)=0$ and $n=3$ denote $u'''(0)=0$. Both are satisfied by

$$
u=C\big(k_+^ne^{-k_-X}-k_-^ne^{-k_+X}\big),
$$

because its $n$th derivative at the wall is proportional to $k_+^nk_-^n-k_-^nk_+^n=0$. For $\delta<1/2$ we have $k_+>k_->0$, so the first term is the larger at every $X\ge0$ and the profile keeps one sign. At $\delta=1/2$ it becomes proportional to $(1+\sqrt2X/n)e^{-\sqrt2X}$, which also keeps one sign. Above onset write $k_\pm=\kappa e^{\pm i\theta}$, with $\kappa=1/\sqrt\delta$ and $\tan\theta=b/a$. The two terms are then complex conjugates, and their difference gives

$$
u=Ue^{-aX}\sin(n\theta+bX),\qquad X_0=\frac{\pi-n\theta}{b},
$$

where $X_0$ is the first zero. It is positive because $b<a$ makes $\theta<\pi/4$.

A test that does not presuppose the modes is to minimize a discretized form of

$$
\int_0^\infty\tfrac12\big(u'^2+\delta^2u''^2+u^2\big)dX-s\,u(0)
$$

directly, with the wall slope free. Here $s>0$ is the reduced electrode charge defined below, and setting the variation to zero inside the fluid gives the linear field equation. For $\delta=0.3$ and $0.45$ the resulting potential has no sign change within $12\lambda$. For $0.6$ it has one and for $0.8$ two. At $\delta=0.6$ the formula puts the first zero at $6.9\lambda$ and the next at $15.3\lambda$, outside that interval, so a count of one is expected.

Integrating $u''-\delta^2u''''=u$ over the fluid and using the charge condition gives neutrality:

$$
\int_0^\infty u\,dX=-(u'-\delta^2u''')(0)=s,\qquad s=\frac{4\pi\sigma\lambda}{\varepsilon T}.
$$

Integrating the wall profile instead gives $C(k_+^n/k_--k_-^n/k_+)=s$. Eliminating $C$ from $u(0)=C(k_+^n-k_-^n)$,

$$
\frac{u(0)}s=k_+k_-\frac{k_+^n-k_-^n}{k_+^{n+1}-k_-^{n+1}}.
$$

Let $S=k_++k_-=\sqrt{1+2\delta}/\delta$ and $p=k_+k_-=1/\delta$, so that $S^2-p=(1+\delta)/\delta^2$. After the common factor $k_+-k_-$ is cancelled, the two cases are

$$
\frac{u(0)}s=\frac{pS}{S^2-p}=\frac{\sqrt{1+2\delta}}{1+\delta}\qquad(n=2),
$$

$$
\frac{u(0)}s=\frac{p(S^2-p)}{S(k_+^2+k_-^2)}=\frac{1+\delta}{\sqrt{1+2\delta}}\qquad(n=3).
$$

The factors are reciprocal. Both tend to one as $\delta\to0$, where the Debye result returns, but for large $\delta$ they differ greatly. At large $\delta$, a linear capacitance computed from this theory is therefore a statement about the wall condition as much as about the fluid.

The same is true of overscreening. Beyond $X_0$ the profile is $-Ue^{-aX_0}e^{-aY}\sin bY$, with $Y=X-X_0$. Its integral is $-Ue^{-aX_0}b/(a^2+b^2)=-Ue^{-aX_0}\sin\theta/\kappa$. The integral over the whole fluid is

$$
s=U\,\mathrm{Im}\,\frac{e^{in\theta}}{\kappa e^{-i\theta}}=\frac{U\sin[(n+1)\theta]}\kappa.
$$

The magnitude of the charge in the first layer, divided by the electrode charge, is therefore

$$
R_n=1+e^{-aX_0}\frac{\sin\theta}{\sin[(n+1)\theta]}.
$$

For $n=3$ the denominator is $\sin4\theta$, which tends to zero as $\theta\to\pi/4$ at large $\delta$. In that limit the first two layers nearly cancel, and each is large compared with the net charge. Measured as integrals of $u$ in units of $s$, they are $32.8$ and $-33.1$ at $\delta=100$, but only $3.8$ and $-2.9$ at $\delta=10$.

For numbers, take round parameters in the rough regime of room-temperature ionic liquids with bulky organic ions: $c_0=2\ \mathrm{nm^{-3}}$, $\varepsilon=10$, $300$ K, and $0.6$ nm for both $l$ and the ion diameter. The filling is $2\times2\times0.6^3=0.864$. With $e^2/4\pi\varepsilon_0=1.44$ eV nm and a thermal energy of $0.02585$ eV, the length $1/(\varepsilon T)$ is $1.44/(10\times0.02585)=5.57$ nm, and

$$
\lambda=(8\pi\times2\times5.57)^{-1/2}\ \mathrm{nm}=0.0598\ \mathrm{nm}.
$$

Onset would need only $l=0.030$ nm. The chosen fluid has $\delta=10.04$, far above it. Then $a=\sqrt{21.08}/20.08=0.2287$ and $b=\sqrt{19.08}/20.08=0.2175$. The decay length is $\lambda/a=0.26$ nm (2.6 angstrom) and the period is $2\pi\lambda/b=1.73$ nm (17.3 angstrom). Each half-wave has 0.037 times the amplitude of the one before.

An electrode charge of $5\ \mathrm{\mu C/cm^2}$ is $0.312$ elementary charges per $\mathrm{nm^2}$, so $s=4\pi\times5.57\times0.0598\times0.312=1.31$. With $u''(0)=0$ the linear surface potential is $1.31\times4.59/11.04=0.54$ thermal units, or $0.014$ V. The first charge zero lies at $0.45$ nm, and the first layer holds 1.17 times the electrode charge. With $u'''(0)=0$ the same fluid and charge give $0.081$ V, a zero at $0.24$ nm and a ratio of 3.8. That potential is 3.1 thermal units, so these last figures are linear extrapolations outside the range of the linear theory. Both surface potentials also assume that the centres of the ions can reach the electrode. Keeping the centres one ion radius ($0.3$ nm) away, with the fourth-order field equation kept in the ion-free gap and the wall conditions unchanged, raises the two values to about $0.07$ and $0.18$ V. An ordinary ion-free layer of permittivity $\varepsilon$, in series with the profiles above, adds $0.17$ V to each and gives $0.18$ and $0.25$ V instead. Neither of the original values should be read as a prediction for a real electrode.

Nonlinearity can be assessed for the free-slope wall by solving the field equation with the full lattice-gas charge. At $5\ \mathrm{\mu C/cm^2}$ the surface potential rises slightly, from $0.0140$ to $0.0145$ V. At $20\ \mathrm{\mu C/cm^2}$ it rises from $0.056$ to $0.101$ V. The direction agrees with the small-$u$ expansion: for $\gamma>1/3$ the ions respond less than linearly, so a larger potential is needed to hold the charge. In both solutions the distance between the second and third zeros is $0.863$ nm, the linear half-period. The potential there is small again, so the linear modes govern the tail even when they fail at the wall.

A more serious limit comes from the gradient expansion. At and above onset, where $|k|^2=1/\delta$, its size for a mode is $|k|^2l^2/\lambda^2=\delta^2/\delta=\delta$. At onset this is $1/2$, moderate but not small. In the example it is 10, and nothing in the theory justifies dropping the higher terms. As an illustration, add a term to make $\varepsilon(q)=\varepsilon(1+l^2q^2+0.1\,l^4q^4)$, where the coefficient 0.1 is chosen and not derived. The onset moves from $\delta=0.500$ to $0.514$. In the example the slowest mode's decay length rises by 30 percent, to $0.34$ nm, and its period falls by 5 percent, to $1.64$ nm. The factor one half is derived for the BSK form of the permittivity and, as this example shows, can differ for another form.

Real ionic liquids break the continuum assumption most directly. The computed decay length is 0.44 of an ion diameter, so the model resolves structure smaller than the particles it describes. If cations and anions formed alternating layers one diameter thick, the period would be about $1.2$ nm, and the model's value is some 40 percent longer. This is a rough geometric comparison, not a measurement. The choice of $\varepsilon$ is also uncertain, since part of a liquid's permittivity may come from the same ionic motion that the theory treats explicitly. Because the decay length varies nearly as $\varepsilon^{1/4}$ at large $\delta$, using $\varepsilon=2$ with the other inputs fixed would shorten it by about a third. Heating to $400$ K, with $\varepsilon$, $c_0$ and $l$ fixed, lengthens it by 7 percent, to $0.28$ nm. These trends belong to the BSK model. A theory with explicit ion size, the mean spherical approximation for charged hard spheres of diameter $0.6$ nm, gives for the same density, temperature and $\varepsilon=10$ a decay length of $0.84$ nm, a period of $0.99$ nm and a half-wave ratio of 0.56. In it, $\varepsilon=2$ lengthens the decay to $1.8$ nm instead of shortening it. That theory is also approximate, but the comparison shows the size of the uncertainty. For such liquids BSK theory suggests an oscillating tail but cannot establish it, and its decay length, damping and trends should not be used as predictions.

A concentrated aqueous solution can lie much nearer the onset. For a 1 M solution of a 1:1 salt at $300$ K, with the pure-water value $\varepsilon=78$, $\lambda=0.304$ nm and oscillations require $l>0.152$ nm. If $l$ is taken as $0.3$ nm, about the size of a small ion, then $\delta\approx1$. The BSK modes are then complex, but each half-wave has only about 0.004 times the amplitude of the last, so one diffuse layer remains a good description of the linear profile. Whether the tail oscillates at all depends on equating $l$ with the ion size. In the mean spherical approximation, charged hard spheres oscillate only when their diameter exceeds $1.23\lambda$, so ions of diameter $0.3$ nm at this concentration still give a monotonic tail. These 1:1 numbers do not carry over to solutions with multivalent ions. The numerical output below lists the modes on both sides of the onset and the values for the two wall conditions.

## Numbers as computed

```
Onset l/lambda by bisection: 0.500000
l/lambda=0.25: k-=1.0353+0.0000i, k+=3.8637+0.0000i (1/lambda)
l/lambda=0.45: k-=1.1802+0.0000i, k+=1.8829+0.0000i (1/lambda)
l/lambda=0.50: k-=1.4142+0.0000i, k+=1.4142+0.0000i (1/lambda)
l/lambda=0.60: k-=1.2360-0.3727i, k+=1.2360+0.3727i (1/lambda)
l/lambda=1.00: k-=0.8660-0.5000i, k+=0.8660+0.5000i (1/lambda)
Half-wave amplitude ratio, l/lambda=0.55: 5.59e-07
Half-wave amplitude ratio, l/lambda=0.60: 2.98e-05
Half-wave amplitude ratio, l/lambda=1.00: 4.33e-03
Sign changes within 12 lambda, l/lambda=0.30: 0
Sign changes within 12 lambda, l/lambda=0.45: 0
Sign changes within 12 lambda, l/lambda=0.60: 1
Sign changes within 12 lambda, l/lambda=0.80: 2
Input: density of each ion 2.0 nm^-3, permittivity 10
Input: temperature 300 K, kT = 0.02585 eV
Input: l = 0.60 nm, ion diameter = 0.60 nm
Input: electrode charge 5.0 uC/cm2
Bulk lattice filling: 0.864
Debye length: 0.0598 nm; onset l: 0.0299 nm
l/lambda: 10.040; reduced charge s: 1.3055
Mode a = 0.2287, b = 0.2175 (1/lambda)
Decay length: 0.2614 nm = 2.614 angstrom
Period: 1.7262 nm = 17.26 angstrom
Half-wave amplitude ratio: 0.0368
Wall u''(0)=0: linear potential 0.0140 V = 0.543 kT/e
Wall u''(0)=0: first charge zero at 0.4452 nm
Wall u''(0)=0: first layer / electrode charge = 1.166
Wall u''(0)=0: wall field 0.512 MV/cm
Wall u'''(0)=0: linear potential 0.0811 V = 3.139 kT/e
Wall u'''(0)=0: first charge zero at 0.2363 nm
Wall u'''(0)=0: first layer / electrode charge = 3.805
Wall u'''(0)=0: wall field 5.647 MV/cm
5 uC/cm2, u''(0)=0: linear 0.0140 V, nonlinear 0.0145 V
5 uC/cm2: nonlinear tail zero spacing 0.8631 nm
20 uC/cm2, u''(0)=0: linear 0.0561 V, nonlinear 0.1007 V
20 uC/cm2: nonlinear tail zero spacing 0.8631 nm
Linear zero spacing: 0.8631 nm
Gradient-expansion measure |k|^2 l^2: 10.040
Next gradient coefficient tried: 0.10
With it: onset l/lambda = 0.5140
With it: decay length 0.3386 nm, period 1.6425 nm
Decay length / ion diameter: 0.436
At 400 K, other inputs fixed: decay length 0.2798 nm
Water, permittivity 78, 1 M 1:1 salt: lambda 0.3042 nm
Same water case: onset l = 0.1521 nm
```
